# Second-order quasiparticle weight of the symmetric Anderson impurity

## Problem

An impurity level with on-site repulsion $U$ is coupled to a band of non-interacting electrons:

$$H=\sum_{k\sigma}\varepsilon_k c^\dagger_{k\sigma}c_{k\sigma}+\sum_{k\sigma}V_k\,(d^\dagger_\sigma c_{k\sigma}+c^\dagger_{k\sigma}d_\sigma)+\varepsilon_d\sum_\sigma n_\sigma+U n_\uparrow n_\downarrow ,$$

with $n_\sigma=d^\dagger_\sigma d_\sigma$ and real $V_k$. The model is symmetric: $\varepsilon_d=-U/2$, the chemical potential is zero, and the band and its couplings are symmetric about zero energy. The band is flat and very wide, $\sum_k V_k^2\,\delta(\varepsilon-\varepsilon_k)=\Delta/\pi$ for $|\varepsilon|<D$ with $D\to\infty$. The temperature is zero and $\hbar=1$.

Find the quasiparticle weight $Z$, defined by

$$\frac1Z=1-\left.\frac{\partial\,\mathrm{Re}\,\Sigma(\omega)}{\partial\omega}\right|_{\omega=0},$$

through second order in $u=U/(\pi\Delta)$.

## Setting up the diagram

Up to a constant, the level energy and the repulsion combine into $U(n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12)$. This is the perturbation. The unperturbed level lies at zero energy and is half filled.

The band contributes the hybridization function

$$\frac{\Delta}{\pi}\int_{-D}^{D}\frac{d\varepsilon}{i\omega-\varepsilon}=-\frac{2i\Delta}{\pi}\arctan\frac{D}{\omega}\;\to\;-i\Delta\,\mathrm{sgn}\,\omega ,$$

because the part of the integrand odd in $\varepsilon$ cancels. Hence

$$G_0(i\omega)=\frac{1}{i\omega+i\Delta\,\mathrm{sgn}\,\omega}=\frac{-i\,\mathrm{sgn}\,\omega}{|\omega|+\Delta}.$$

With $G(\tau)=-\langle T d(\tau)d^\dagger(0)\rangle$, the second-order correction is

$$\delta G(\tau)=-\frac{U^2}{2}\int d\tau_1 d\tau_2\,\langle T\,\delta n_\uparrow(1)\delta n_\uparrow(2)\,d_\uparrow(\tau)d^\dagger_\uparrow(0)\rangle\,\langle T\,\delta n_\downarrow(1)\delta n_\downarrow(2)\rangle ,$$

where $\delta n=n-\tfrac12$ and connected terms are kept. Contractions within one $\delta n$ vanish at half filling, so there are no Hartree terms. The down-spin factor is $P(\tau_{12})=-G_0(\tau_{12})G_0(-\tau_{12})$, with $\tau_{12}=\tau_1-\tau_2$. The up-spin factor is a chain of three contractions, each equal to $-G_0$, so its sign is negative. Its two possible orderings cancel the factor $\tfrac12$. The two minus signs cancel as well, and removing the outer propagators leaves

$$\Sigma(\tau)=U^2P(\tau)G_0(\tau)=-U^2G_0(\tau)^2G_0(-\tau).$$

In frequency a product becomes a convolution:

$$\Sigma(i\omega)=U^2\int\frac{d\nu}{2\pi}P(\nu)\,G_0(i\omega-i\nu),\qquad P(\nu)=-\int\frac{d\omega}{2\pi}G_0(i\omega)G_0(i\omega+i\nu).\tag{1}$$

Take $\nu>0$ and write $L=\ln(1+\nu/\Delta)$. For $\omega>0$ both propagators have the same sign, and

$$\int_0^\infty\frac{d\omega}{(\omega+\Delta)(\omega+\nu+\Delta)}=\frac{L}{\nu}.$$

The region $\omega<-\nu$ gives the same, by $\omega\to-\omega-\nu$. In between the signs differ. With $\omega=-y$,

$$-\int_0^\nu\frac{dy}{(y+\Delta)(\nu-y+\Delta)}=-\frac{1}{\nu+2\Delta}\int_0^\nu dy\left[\frac1{y+\Delta}+\frac1{\nu-y+\Delta}\right]=-\frac{2L}{\nu+2\Delta}.$$

Adding the three pieces and dividing by $2\pi$,

$$P(\nu)=\frac{L}{\pi}\left[\frac1\nu-\frac1{\nu+2\Delta}\right]=\frac{2\Delta\,\ln(1+|\nu|/\Delta)}{\pi|\nu|(|\nu|+2\Delta)},\qquad P(0)=\frac1{\pi\Delta}.\tag{2}$$

The modulus extends the formula to negative $\nu$, since $P$ is even.

## A tempting solution

At low frequency $\Sigma(z)\approx-(1/Z-1)z$. On the imaginary axis, $z=i\omega$, this reads

$$\frac1Z-1=-\left.\frac{d\,\mathrm{Im}\,\Sigma(i\omega)}{d\omega}\right|_{\omega\to0^+}.\tag{3}$$

Now differentiate (1) under the integral. Since $\mathrm{Im}\,G_0(ix)=-\mathrm{sgn}\,x/(|x|+\Delta)$, its derivative is $1/(|x|+\Delta)^2$ on either side of zero. Thus

$$\frac1Z-1\overset{?}{=}-\frac{U^2}{\pi}\int_0^\infty\frac{P(\nu)\,d\nu}{(\nu+\Delta)^2}.$$

Put $s=1+\nu/\Delta$. Then $P=2\ln s/[\pi\Delta(s^2-1)]$, $d\nu=\Delta\,ds$ and $(\nu+\Delta)^2=\Delta^2s^2$, so

$$\frac{U^2}{\pi}\int_0^\infty\frac{P(\nu)\,d\nu}{(\nu+\Delta)^2}=2u^2J,\qquad J=\int_1^\infty\frac{\ln s}{s^2(s^2-1)}\,ds.\tag{4}$$

Partial fractions, $1/[s^2(s^2-1)]=1/(s^2-1)-1/s^2$, split $J$ into two integrals. The second follows by parts:

$$\int_1^\infty\frac{\ln s}{s^2}ds=\left[-\frac{\ln s}{s}\right]_1^\infty+\int_1^\infty\frac{ds}{s^2}=1.$$

In the first, set $s=1/t$ and expand the geometric series, whose terms here are all positive:

$$\int_1^\infty\frac{\ln s}{s^2-1}ds=\int_0^1\frac{-\ln t}{1-t^2}dt=\sum_{n=0}^\infty\int_0^1(-\ln t)\,t^{2n}dt=\sum_{n=0}^\infty\frac1{(2n+1)^2}=\frac{\pi^2}{8}.$$

The last sum is $\pi^2/6$, the sum over all inverse squares, less the even terms, which make up a quarter of it. So $J=\pi^2/8-1$, and the proposed answer is

$$\frac1Z\overset{?}{=}1-\left(\frac{\pi^2}{4}-2\right)u^2 .$$

## Why it cannot be right

The bracket is positive, so this answer says $Z>1$. The diagram itself forbids that. Let $\rho_0(\varepsilon)=(\Delta/\pi)/(\varepsilon^2+\Delta^2)$ be the bare spectral function and define, for $\tau>0$,

$$g(\tau)=\int_0^\infty d\varepsilon\,\rho_0(\varepsilon)e^{-\varepsilon\tau}.$$

Then $G_0(\tau)=-g(\tau)$ and, by symmetry, $G_0(-\tau)=+g(\tau)$. Therefore $\Sigma(\pm\tau)=\mp U^2g(\tau)^3$, and the Fourier transform is

$$\Sigma(i\omega)=-2iU^2\int_0^\infty d\tau\,\sin(\omega\tau)\,g(\tau)^3.\tag{5}$$

By (3),

$$\frac1Z-1=2U^2\int_0^\infty d\tau\,\tau\,g(\tau)^3>0.\tag{6}$$

The integral converges, because $g\approx1/(\pi\Delta\tau)$ at long times. Equation (6) follows from the same diagram as (1), so the error lies in the differentiation and not in the physics.

## The fault

$G_0(ix)$ is discontinuous at $x=0$: it falls from $+i/\Delta$ to $-i/\Delta$. In (1) the jump sits at $\nu=\omega$. When $\omega$ grows from $0$ to $\delta\omega$, the propagator changes by $-2i/\Delta$ throughout the strip $0<\nu<\delta\omega$. This alters the self-energy by

$$U^2\,\frac{\delta\omega}{2\pi}\,P(0)\left(-\frac{2i}{\Delta}\right)=-i\,\frac{U^2}{\pi^2\Delta^2}\,\delta\omega=-iu^2\,\delta\omega .$$

The strip is narrow, but the change inside it is not small, so the product is of first order in $\delta\omega$. Differentiating $G_0$ on either side of the jump misses it. The discontinuity reflects the finite density of impurity states at the chemical potential, $\rho_0(0)=1/(\pi\Delta)$.

## The correct solution

The derivative can be taken safely by moving $\omega$ from the discontinuous factor to the continuous one. Substitute $x=\omega-\nu$ in (1), fold negative $x$ onto positive $x$, and use that $P$ is even:

$$\mathrm{Im}\,\Sigma(i\omega)=-\frac{U^2}{2\pi}\int_0^\infty dx\,\frac{P(x-\omega)-P(x+\omega)}{x+\Delta}.$$

$P$ has a cusp at zero but no jump, and its derivative is bounded, so differentiation under the integral is now allowed. As $\omega\to0^+$ the numerator has derivative $-2P'(x)$. Integrating by parts,

$$\left.\frac{d\,\mathrm{Im}\,\Sigma}{d\omega}\right|_{0^+}=\frac{U^2}{\pi}\int_0^\infty\frac{P'(x)}{x+\Delta}dx=\frac{U^2}{\pi}\left[-\frac{P(0)}{\Delta}+\int_0^\infty\frac{P(x)}{(x+\Delta)^2}dx\right].$$

The boundary term is the contribution of the strip. With (3), (4) and $P(0)=1/(\pi\Delta)$,

$$\frac1Z-1=u^2(1-2J)=u^2\left(1-\frac{\pi^2}{4}+2\right).$$

The next order is $u^4$. To see this, transform the down spins alone: $d_\downarrow\to d^\dagger_\downarrow$ and $c_{k\downarrow}\to-c^\dagger_{\bar k\downarrow}$, where $\varepsilon_{\bar k}=-\varepsilon_k$ and $V_{\bar k}=V_k$. The band and hybridization terms keep their form, while $n_\downarrow-\tfrac12$ changes sign. So $U\to-U$ with the up-spin propagator untouched, and $\Sigma$ is even in $U$. The answer is

$$\boxed{\frac1Z=1+\left(3-\frac{\pi^2}{4}\right)u^2+O(u^4)}$$

The coefficient is $0.5326$. The numerical check obtains the same value from the time integral (6). It also tests the sign and prefactor of the diagram, and the evenness in $U$, against exact diagonalization of an impurity with three bath levels.

## Is the slope the same on the real axis?

The definition of $Z$ uses real frequencies, whereas (3) uses imaginary ones. Insert the definition of $g$ into (5) and let $W(E)$ be the density of three excitations with total energy $E$:

$$W(E)=\int_0^\infty\! da\,db\,dc\;\rho_0(a)\rho_0(b)\rho_0(c)\,\delta(E-a-b-c).$$

The time integral gives $\int_0^\infty\sin(\omega\tau)e^{-E\tau}d\tau=\omega/(\omega^2+E^2)$. Writing $z=i\omega$,

$$\Sigma(z)=2U^2z\int_0^\infty dE\,\frac{W(E)}{z^2-E^2},$$

which holds throughout the upper half-plane. At small $E$ the three energies share $E$ in a phase space of area $E^2/2$, so $W\approx E^2/[2(\pi\Delta)^3]$. Now use

$$\frac1{z^2-E^2}=-\frac1{E^2}+\frac{z^2}{E^2(z^2-E^2)} .$$

The first term gives the linear part of $\Sigma$, with a convergent coefficient. In the second, small $E$ dominates as $z\to0$. There $W/E^2$ may be replaced by its value at zero, and $\int_0^\infty dE/(z^2-E^2)=-i\pi/(2z)$. Hence

$$\Sigma(z)=-\left(\frac1Z-1\right)z-\frac{iu^2}{2\Delta}z^2+\dots\tag{7}$$

For real $z=\omega$ the quadratic term is imaginary. It leaves the slope of $\mathrm{Re}\,\Sigma$ unchanged and gives the damping $-\mathrm{Im}\,\Sigma(\omega)\approx u^2\omega^2/(2\Delta)$. For $z=i\omega$ it bends the curve away from its tangent.

At high frequency (5) is governed by short times, where $g(0)=\tfrac12$, so $\Sigma(i\omega)\to-2iU^2g(0)^3/\omega=U^2/(4i\omega)$. The linear law must therefore fail well before that regime.

## Worked example

Take the round model parameters $\Delta=0.02$ Ry and $U=0.03$ Ry. Then

$$u=\frac{0.03}{\pi\times0.02}=0.4775,\qquad u^2=0.2280,$$

$$\frac1Z=1+0.5326\times0.2280=1.121,\qquad Z=0.892 .$$

The faulty formula would have given $1/Z=1-0.4674\times0.2280=0.893$, on the wrong side of one.

Expanding $Z$ itself instead of $1/Z$ gives $1-0.121=0.879$, which is equally valid through order $u^2$. The difference of $0.013$ already moves the second digit, so the third digit of $Z$ has no meaning at this order and the second is not guaranteed. It is not an error bound, since the $u^4$ coefficient has not been computed here.

Near $\omega=0$, neglecting damping, the impurity propagator is

$$G(\omega)\approx\frac{1}{\omega/Z+i\Delta}=\frac{Z}{\omega+iZ\Delta}.$$

The weight is reduced to $Z$ and the width parameter to $Z\Delta\approx0.018$ Ry, or about 0.24 eV. The height of the spectral function at $\omega=0$ stays at $1/(\pi\Delta)$, because $\Sigma(0)=0$.

The table shows how far the linear law reaches on the imaginary axis:

| $\omega/\Delta$ | $-\mathrm{Im}\,\Sigma(i\omega)$ (Ry) | linear law (Ry) |
|---|---|---|
| 0.1 | 0.000222 | 0.000243 |
| 0.5 | 0.000800 | 0.001214 |
| 1.0 | 0.001136 | 0.002428 |
| 2.0 | 0.001320 | 0.004857 |
| 5.0 | 0.001124 | 0.012142 |

At $\omega=0.1\Delta$ the linear law is already about 10% above the computed value. Equation (7) accounts for most of this: subtracting $u^2\omega^2/(2\Delta)=0.000023$ Ry from the linear value gives $0.000220$ Ry, within 1% of the computed one. At $\omega=\Delta$ the linear law is too large by more than a factor of two. These numbers refer to the imaginary axis. On the real axis the quadratic term is pure damping, so $\mathrm{Re}\,\Sigma$ stays close to its tangent for longer, within 1% at $\omega=0.1\Delta$. The half-maximum of the peak, however, lies near $\omega\approx\Delta$. There $\mathrm{Re}\,\Sigma$ has fallen to a little over half the linear value (57% at $0.93\Delta$, 53% at $\Delta$), and this bending is what moves the half-width. The damping there is about $0.07\Delta$ in this example and shifts the half-width by only about $0.002\Delta$. With the full second-order $\Sigma(\omega)$ the half-width in this example is about $0.93\Delta$, not $0.89\Delta$. So $Z\Delta$ is a parameter of the low-frequency propagator and should not be read as the half-width of the whole spectral peak.

## Where the result applies

The coefficient $3-\pi^2/4$ belongs to a flat band with $D\gg\Delta$, at zero temperature. Temperature lowers it quickly: evaluating the same diagram with Fermi factors, the real-axis slope drops by about 0.6% at $k_BT=0.02\Delta$, 4% at $0.05\Delta$ and 13% at $0.1\Delta$, the last being near room temperature for the $\Delta$ of the example. In dynamical mean-field theory the bath generally depends on frequency. At particle-hole symmetry the second-order diagram (1) keeps its form, but $G_0$, $P$ and the coefficient change. Away from symmetry the Hartree terms no longer cancel and odd powers of $U$ are no longer excluded. Finally, the formula is an expansion about $u=0$. When $u^2$ is not small, the omitted terms can matter, and this calculation cannot tell how much.

## Computed values

```
CHECKS
coefficient 3 - pi^2/4                 = 0.53259890
coefficient from imaginary time        = 0.53259890
int ln s/(s^2-1), s = 1..inf           = 1.23370055
int ln s/s^2, s = 1..inf               = 1.00000000
int P dv/(2 pi)                        = 0.25000000
largest gap of the two roads / u^2Delta = 2.8e-11
w^2 term, imaginary axis / (u^2/Delta) = 0.49995
w^2 damping, real axis / (u^2/Delta)   = 0.49990
i w Sigma/U^2 times -1 ... see next line, w = 1000 Delta
-w Im Sigma(iw)/U^2                    = 0.24923
EXACT DIAGONALIZATION, bath levels -1, 0, 1, couplings 0.6, w = 0.3
exact/second-order Sigma, U = 0.05     = 1.000008
exact/second-order Sigma, U = 0.10     = 1.000031
same ratio extrapolated to U = 0       = 1.000000
exact Im Sigma, U = +0.8               = -0.00846143
exact Im Sigma, U = -0.8               = -0.00846143
WORKED EXAMPLE
Delta                                  = 0.0200 Ry
U                                      = 0.0300 Ry
u = U/(pi Delta)                       = 0.47746
u^2                                    = 0.22797
1/Z - 1                                = 0.12142
1/Z                                    = 1.12142
Z                                      = 0.89173
narrowed half-width Z Delta            = 0.017835 Ry
narrowed half-width Z Delta            = 242.65 meV
w/Delta   -Im Sigma(iw) [Ry]   linear law (1/Z-1) w [Ry]
  0.1     2.2160e-04           2.4284e-04
  0.5     7.9953e-04           1.2142e-03
  1.0     1.1362e-03           2.4284e-03
  2.0     1.3195e-03           4.8567e-03
  5.0     1.1243e-03           1.2142e-02
real-axis damping at w = 0.1 Delta     = 2.2684e-05 Ry
its leading law u^2 w^2/(2 Delta)      = 2.2797e-05 Ry
```
